# Conductance Peak of Interface Traps Spread Continuously in Energy

A capacitor made of a metal, an insulator and an amorphous oxide semiconductor is held in depletion, and a small alternating voltage is added to its bias. Electrons near the semiconductor surface fall into interface traps during one part of the cycle and leave them during another. Because capture and emission take time, the trapped charge lags behind the surface potential, and the lag appears as a conductance. The traps of a disordered interface do not share one energy: they fill the gap with a density $D(E)$. How is the height of the measured loss peak related to $D$, and how is its frequency related to the capture time?

## Setting and conventions

The semiconductor is n-type. Small signals vary as $e^{i\omega t}$, $e>0$ is the elementary charge, and all capacitances, conductances and trap numbers are per unit area. The surface potential $\psi$ is counted positive when it attracts electrons. The equilibrium electron density at the surface is $n_s$, the Fermi level is $E_F$, and

$$z=\frac{E-E_F}{kT},\qquad f_0=\frac{1}{1+e^{z}},\qquad \tau=\frac{1}{c\,n_s},$$

where $f_0$ is the equilibrium occupation of a trap at energy $E$ and $c$ is its capture coefficient (cross section times thermal speed). A degeneracy factor of the trap is absorbed into $E$.

The assumptions are these.

1. Traps lie at the interface and exchange electrons with the conduction band only.
2. The free electrons are nondegenerate and follow $\psi$ without delay, so $n=n_s\exp(e\,\delta\psi/kT)$.
3. The signal is small: $e|\delta\psi|\ll kT$.
4. $D$ and $c$ are constant over the energies that contribute to the loss, and the band edges are many $kT$ away from $E_F$.
5. The surface potential is the same over the whole area.

**Theorem.** Under these assumptions the traps present the admittance

$$Y=\frac{e^2D}{\tau}\ln(1+i\omega\tau)$$

between the surface and the semiconductor bulk. Its real part $G_p$ satisfies

$$\frac{G_p}{\omega}=e^2D\,\frac{\ln(1+\omega^2\tau^2)}{2\omega\tau},$$

which has a single maximum, of height $0.402\,e^2D$, at $\omega\tau=1.980$.

Here $D$ is counted per joule. If it is counted per electronvolt, one factor $e$ is used up by the change of energy unit, and $e^2D$ becomes $eD$.

## Lemma 1: one trap energy

**Lemma.** $N$ traps per area at one energy have the admittance

$$Y_1=i\omega\,\frac{e^2N}{kT}\,\frac{f_0(1-f_0)}{1+i\omega\tau f_0}.$$

**Proof.** Empty traps capture at the rate $cn$, filled traps emit at a rate $r$:

$$\frac{df}{dt}=c\,n(1-f)-r f.$$

In equilibrium the two terms cancel, so $r=c\,n_s(1-f_0)/f_0$. The signal does not change $r$, because emission depends on the distance from the trap level to the band edge at the surface, and both move together with $\psi$.

Put $n=n_s+\delta n$ and $f=f_0+\delta f$ and keep first-order terms:

$$i\omega\,\delta f=c\,\delta n(1-f_0)-(c\,n_s+r)\,\delta f.$$

The relaxation rate is

$$c\,n_s+r=c\,n_s\left(1+\frac{1-f_0}{f_0}\right)=\frac{c\,n_s}{f_0}=\frac{1}{\tau f_0}.$$

Assumptions 2 and 3 give $\delta n=n_s\,e\,\delta\psi/kT$, hence $c\,\delta n=(1/\tau)\,e\,\delta\psi/kT$. Multiplying the linearized equation by $\tau f_0$ and solving,

$$\delta f=\frac{f_0(1-f_0)}{1+i\omega\tau f_0}\,\frac{e\,\delta\psi}{kT}.$$

The trapped charge changes by $-eN\delta f$. The current entering the semiconductor from the insulator side supplies the opposite charge on the gate, so it is $+i\omega eN\delta f$. Division by $\delta\psi$ gives $Y_1$. ∎

The response time is $\tau f_0$, not $\tau$: a level high above $E_F$ is mostly empty and relaxes fast by emission, while a level deep below $E_F$ relaxes in a time close to $\tau$. The real part is

$$\frac{G_1}{\omega}=\frac{e^2N}{kT}f_0(1-f_0)\frac{\omega\tau f_0}{1+(\omega\tau f_0)^2}.$$

Since $y/(1+y^2)$ has its maximum $1/2$ at $y=1$, the single-level peak lies at $\omega\tau=1/f_0$ and has height $e^2Nf_0(1-f_0)/(2kT)$. A level at $E_F$ peaks at $\omega\tau=2$.

## Lemma 2: the sum over energies

**Lemma.** For constant $D$ and $c$ the admittance is $Y=(e^2D/\tau)\ln(1+i\omega\tau)$.

**Proof.** All traps see the same $\delta\psi$, so their currents add. Replace $N$ by $D\,dE$ and integrate. From $f_0=1/(1+e^z)$,

$$\frac{df_0}{dE}=-\frac{1}{kT}\frac{e^z}{(1+e^z)^2}=-\frac{f_0(1-f_0)}{kT}.$$

The factor $f_0(1-f_0)\,dE/kT$ is therefore $-df_0$. As $E$ runs upward through the gap, $f_0$ falls from 1 to 0; the minus sign reverses the limits:

$$Y=i\omega e^2D\int_0^1\frac{df}{1+i\omega\tau f}
=i\omega e^2D\,\frac{\ln(1+i\omega\tau)}{i\omega\tau}
=\frac{e^2D}{\tau}\ln(1+i\omega\tau).\ ∎$$

The logarithm is the principal one, since $1+i\omega\tau f$ keeps a positive real part along the path. With modulus $\sqrt{1+\omega^2\tau^2}$ and phase $\arctan\omega\tau$,

$$\ln(1+i\omega\tau)=\tfrac12\ln(1+\omega^2\tau^2)+i\arctan(\omega\tau).$$

Writing $Y=G_p+i\omega C_p$ and dividing by $\omega$ gives the stated conductance law and

$$C_p=e^2D\,\frac{\arctan(\omega\tau)}{\omega\tau}.$$

**Limits.** For $\omega\tau\ll1$ the traps follow the signal: $C_p\to e^2D$ and $G_p/\omega\to e^2D\,\omega\tau/2$. For $\omega\tau\gg1$, $G_p/\omega\to e^2D\ln(\omega\tau)/(\omega\tau)$, so $G_p$ itself still grows logarithmically. This growth comes from ever shallower levels and must end at the band edge. If the smallest occupation there is $f_m$, the integral starts at $f_m$ and

$$G_p=\frac{e^2D}{2\tau}\ln\frac{1+\omega^2\tau^2}{1+\omega^2\tau^2f_m^2}\;\longrightarrow\;\frac{e^2D}{\tau}\ln\frac1{f_m}.$$

The saturation sets in near $\omega\tau=1/f_m$, far above the peak when the edge is many $kT$ away.

As a check that does not use the linearization, the nonlinear rate equations for many levels were integrated in time with a small sinusoidal drive. The resulting $G_p/(\omega e^2D)$ is 0.1436, 0.4024 and 0.2308 at $\omega\tau=0.300$, 1.980 and 10, equal to the law in all printed digits.

## Proof of the theorem: the maximum

Let $x=\omega\tau$ and $g(x)=\ln(1+x^2)/(2x)$. Then

$$g'(x)=\frac{1}{2x^2}\left[\frac{2x^2}{1+x^2}-\ln(1+x^2)\right].$$

With $u=1+x^2$ the bracket is $2-2/u-\ln u=-h(u)$, where

$$h(u)=\ln u-2+\frac2u,\qquad h(1)=0,\qquad h'(u)=\frac{u-2}{u^2}.$$

The function $h$ falls from zero on $1<u<2$ and then rises without bound. It has therefore one zero $u_*$ above 1, and $u_*>2$. Since $g'$ has the sign of $-h$, $g$ rises up to $u_*$ and falls beyond it: the maximum is unique and global.

To find $u_*$, exponentiate $\ln u=2-2/u$ and set $w=-2/u$:

$$-\frac2w=e^2e^{w}\quad\Longrightarrow\quad we^{w}=-2e^{-2}.$$

One solution is $w=-2$, which is the excluded point $u=1$. The condition $u>2$ means $-1<w<0$, which selects the principal Lambert branch:

$$u_*=-\frac{2}{W_0(-2e^{-2})}=4.9216,\qquad x_*=\sqrt{u_*-1}=1.9803.$$

At the maximum $\ln(1+x_*^2)=2x_*^2/(1+x_*^2)$, so

$$g(x_*)=\frac{x_*}{1+x_*^2}=\frac{1.9803}{4.9216}=0.4024.\ ∎$$

The peak rule for extraction is thus

$$D=2.485\,\frac{(G_p/\omega)_{\max}}{e^2},\qquad \tau=\frac{1.980}{\omega_{\max}}.$$

**Remark (which traps are seen).** At the peak, the loss per unit energy is proportional to $f_0(1-f_0)\,x_*f_0/(1+x_*^2f_0^2)$. With this weight the mean of $z$ is $-0.365$ and its standard deviation is 1.467. At 300 K these are about 0.009 eV below $E_F$ and 0.038 eV. The spread sets the energy resolution of the method at one bias. About 72% of the loss at the peak comes from within one standard deviation of the mean and 95% from within two, so $D$ must be nearly constant over about $3kT$ on either side of $E_F$. Changing the bias moves $E_F$ at the surface and so scans $D(E)$, but only over the part of the gap for which the peak stays within the measured frequency range: at constant $c$, $\tau$ grows by a factor $\exp(1)$ for each $kT$ that $E_F$ moves away from the conduction band.

## Lemma 3: from the measured admittance to $G_p$

The theorem concerns $G_p$, which an instrument does not read directly. The depletion charge responds to the same $\delta\psi$ as the traps, so the depletion capacitance $C_d$ is parallel to $Y$. The insulator capacitance $C_i$ is in series with both. Series resistance and leakage are neglected.

**Lemma.** If the measured admittance is $G_m+i\omega C_m$, then

$$\frac{G_p}{\omega}=\frac{\omega C_i^2G_m}{G_m^2+\omega^2(C_i-C_m)^2}.$$

**Proof.** Let $Y_s=G_p+i\omega(C_d+C_p)$. Subtracting the series impedance, $1/Y_s=1/Y_m-1/(i\omega C_i)$, so

$$Y_s=\frac{i\omega C_iY_m}{i\omega C_i-Y_m}
=\frac{-\omega^2C_iC_m+i\omega C_iG_m}{-G_m+i\omega(C_i-C_m)}.$$

Multiply numerator and denominator by the conjugate of the denominator. The real part of the new numerator is

$$\omega^2C_iC_mG_m+\omega^2C_iG_m(C_i-C_m)=\omega^2C_i^2G_m.$$

Division by $\omega$ and by the squared modulus of the denominator gives the result. The term $i\omega C_d$ in $Y_s$ is purely imaginary and does not enter $G_p$. ∎

**Remark (the uncorrected peak).** The opposite conversion shows what the raw curve does. With $g_p=G_p/\omega$ and $A=C_i+C_d+C_p$,

$$\frac{Y_m}{i\omega}=C_i-\frac{C_i^2}{A-ig_p}\quad\Longrightarrow\quad\frac{G_m}{\omega}=\frac{C_i^2\,g_p}{A^2+g_p^2}.$$

Because $A>C_i$, the raw loss is smaller than $g_p$. Its logarithmic derivative with respect to $\omega$ is

$$\frac{A^2-g_p^2}{A^2+g_p^2}\,\frac{g_p'}{g_p}-\frac{2AA'}{A^2+g_p^2}.$$

$C_p$ falls with frequency, so $A'<0$ and the second term is positive. If $A>g_p$, the first is non-negative up to the true peak. The raw curve is then still rising there, and its maximum lies at a higher frequency.

## Worked example

The parameters are round model values: $T=300$ K, $D=10^{12}$ cm$^{-2}$ eV$^{-1}$, capture cross section $10^{-16}$ cm$^2$, thermal speed $10^7$ cm/s, $n_s=10^{13}$ cm$^{-3}$, $C_i=0.300$ and $C_d=0.050$ µF/cm$^2$. For a relative permittivity of 10 to 16 this $C_d$ corresponds to a depletion width of about 180 to 280 nm, so the example presumes a thicker film with a neutral, contacted region behind the depleted layer; a thin film depleted through its whole thickness is not described by this circuit. Then

$$\tau=\frac{1}{10^{-16}\cdot10^{7}\cdot10^{13}}\ \mathrm{s}=100\ \mu\mathrm{s},\qquad eD=0.1602\ \mu\mathrm{F/cm^2}.$$

Synthetic data were computed by summing single-level responses over energy and adding the circuit. At 3151.7 Hz they give $C_m=0.09943$ and $G_m/\omega=0.02944$ µF/cm$^2$. Dividing numerator and denominator of Lemma 3 by $\omega^2$,

$$\frac{G_p}{\omega}=\frac{0.300^2\cdot0.02944}{0.02944^2+(0.300-0.09943)^2}=0.0645\ \mu\mathrm{F/cm^2}.$$

This is the maximum of the corrected curve. The peak rule returns

$$D=\frac{0.0645}{0.4024\cdot0.1602}\cdot10^{12}=1.00\cdot10^{12}\ \mathrm{cm^{-2}\,eV^{-1}},$$

$$\tau=\frac{1.980}{2\pi\cdot3151.7\ \mathrm{Hz}}=100\ \mu\mathrm{s}.$$

The raw $G_m/\omega$ peaks at 5058 Hz with height 0.0312 µF/cm$^2$. The same rule applied to it would give $D=4.84\cdot10^{11}$ cm$^{-2}$ eV$^{-1}$ and $\tau=62$ µs: 52% and 38% below the true values. Both shifts have the directions derived above, since $A>0.300$ µF/cm$^2$ exceeds $g_p\le0.0645$ µF/cm$^2$.

## When the density is not constant

Near the conduction band of an amorphous oxide, a tail that rises exponentially is a natural model. Let $D(E)=D_F\,e^{sz}$ with $s=kT/E_0>0$, where $D_F=D(E_F)$ and $E_0$ is the tail energy. Since $e^z=(1-f)/f$, the reduced loss $G_p/(\omega e^2D_F)$ becomes

$$J(x,s)=\int_0^1\left(\frac{1-f}{f}\right)^{s}\frac{xf}{1+x^2f^2}\,df.$$

Near $f=0$ the integrand behaves as $f^{1-s}$, so the integral converges for $s<2$. For small $x$, $J$ is proportional to $x$. For large $x$ and $0<s<2$, the substitution $y=xf$ gives

$$J\to x^{s-1}\int_0^\infty\frac{y^{1-s}}{1+y^2}\,dy.$$

For $0<s<1$, that is $E_0>kT$, $J$ therefore vanishes at both ends and has a maximum. For $s\ge1$, that is $E_0\le kT$ or about 0.026 eV at 300 K, the loss does not fall off at high frequency as long as the tail continues without limit. A real tail ends at the band edge; a maximum then appears far above $\omega\tau=1.98$, at a frequency set by where the tail ends, and the peak rule cannot be used. The numerical cases below concern gentler tails only.

**Proposition.** For $0<s<1$ the maximum lies above $x_*=1.980$.

**Proof.** Differentiating the kernel gives

$$x\frac{\partial}{\partial x}\frac{xf}{1+x^2f^2}=\frac{xf}{1+x^2f^2}\;q,\qquad q=\frac{1-x^2f^2}{1+x^2f^2}.$$

Thus $\partial\ln J/\partial\ln x$ is the average of $q$ over the loss. The function $q$ decreases with $f$ and so increases with $z$. The factor $e^{sz}$ shifts weight toward larger $z$ and raises this average. For $s=0$ the average is non-negative at every $x\le x_*$; for $s>0$ it is therefore positive there, and no maximum can occur. ∎

The height behaves differently. At the peak $\partial J/\partial x=0$, so to first order in $s$ the displacement of the peak does not matter, and the relative change of height is $s\langle z\rangle=-0.365\,s$. The averages are those of the preceding remark on which traps are seen. The second-order term at fixed $x_*$ is $\tfrac12s^2\langle z^2\rangle$, with $\langle z^2\rangle=1.467^2+0.365^2=2.29$.

For $E_0=0.10$ eV at 300 K, $s=0.2585$, and these terms give $1-0.094+0.076=0.982$. The full maximization gives 0.996; the difference contains the retuning of the frequency and higher orders in $s$. The extracted density is thus within 1% of $D_F$, through a near cancellation. The peak, however, has moved to $\omega\tau=2.70$, so the rule $\tau=1.980/\omega_{\max}$ returns $1.980/2.70=0.73$ of the true value. A good density here is no evidence of a good capture time.

For the steeper tail $E_0=0.05$ eV the density is 19% too high, and the peak lies at $\omega\tau=4.28$, which makes the extracted $\tau$ 0.46 of the true one.

## When the surface potential is not uniform

Fixed charges in the insulator make $\psi$ vary along the interface. Suppose that the surface consists of parallel patches with equal $D$ and a common ac swing $\delta\psi$. The common swing is an idealization: patches wide enough to have their own insulator capacitance in series would swing differently, and the average below would not describe them. A patch whose potential exceeds the mean by $v\,kT/e$ has $n_s$ larger by $e^v$ and hence the capture time $\tau e^{-v}$, with $\tau$ now taken at the mean potential. The average is

$$\frac{G_p}{\omega e^2D}=\int P(v)\,g(xe^{-v})\,dv,$$

where $P$ is the normalized distribution of $v$. No value of $g$ exceeds 0.402, and different patches cannot all reach it at one frequency, so any spread lowers the peak. For a Gaussian with standard deviation 2 (a potential spread of $2kT/e$), the height is 0.237 at $\omega\tau=2.43$. The uniform rule then finds only 0.59 of the true density.

The area under the curve on a logarithmic frequency scale is not affected. Integrating by parts,

$$\int_0^\infty g(x)\frac{dx}{x}=\left[-\frac{\ln(1+x^2)}{2x}\right]_0^\infty+\int_0^\infty\frac{dx}{1+x^2}=\frac{\pi}{2}.$$

The bracket vanishes at both ends. Replacing $x$ by $xe^{-v}$ only displaces the curve along $\ln x$, so every patch contributes the same area. Hence, for constant $D$ and with or without a spread of this kind,

$$e^2D=\frac2\pi\int_{-\infty}^{\infty}\frac{G_p}{\omega}\,d\ln\omega.$$

A peak that is lower at equal area must be broader, in the sense of area divided by height. The single-patch value of that ratio is $(\pi/2)/0.4024=3.90$; for the Gaussian above it is $(\pi/2)/0.237=6.63$. A measured ratio well above 3.90 therefore signals a departure from the uniform model with constant $D$, but by itself it gives neither the cause nor the error of the extracted density. The area formula needs data far into both wings, whereas the peak rule needs one maximum.

## Remark on states inside the film

Subgap states in the volume of the semiconductor lie outside the theorem. At a depth where the electron density is $n(y)$ the capture time is $1/(cn(y))$, and the local potential swing differs from that at the surface. Their loss has to be summed over depth as well as energy, and converting its peak with 0.402 would give an effective interface density, not a density of states per volume.

## Computed values

```
Peak of the continuum law
u = 1+(omega tau)^2 at peak: 4.92155
omega tau at peak: 1.98029
peak G_p/(omega e^2 D): 0.40237
inverse of peak factor: 2.4853
Time integration: omega tau, reduced G_p/omega (simulated, law),
  reduced C_p (simulated, law)
  0.300  0.1436 0.1436  0.9715 0.9715
  1.980  0.4024 0.4024  0.5571 0.5571
  10.000  0.2308 0.2308  0.1471 0.1471
Energy window of the loss at the peak
mean (E-E_F)/kT: -0.365
standard deviation of (E-E_F)/kT: 1.467
Worked example, inputs
temperature: 300 K;  kT: 0.02585 eV
trap density D: 1.00e+12 cm^-2 eV^-1
capture cross section: 1.0e-16 cm^2
thermal speed: 1.0e+07 cm/s
surface electron density: 1.0e+13 cm^-3
insulator capacitance: 0.300 uF/cm^2
depletion capacitance: 0.050 uF/cm^2
Worked example, results
tau: 100.00 us
e^2 D: 0.16022 uF/cm^2
f (Hz), C_m, G_m/omega, G_p/omega (all uF/cm^2)
  300.0  0.12311  0.00516  0.01484
  1000.0  0.11880  0.01559  0.04242
  3151.7  0.09943  0.02944  0.06447
  10000.0  0.07029  0.02808  0.04718
  100000.0  0.04596  0.00758  0.01056
corrected peak frequency: 3151.7 Hz
corrected peak height: 0.06447 uF/cm^2
recovered D: 1.0000e+12 cm^-2 eV^-1
recovered tau: 100.000 us
raw peak frequency: 5058.0 Hz
raw peak height: 0.03122 uF/cm^2
D from raw peak: 4.842e+11 cm^-2 eV^-1
tau from raw peak: 62.31 us
Exponential tail: E0 (eV), kT/E0, omega tau at peak,
  peak G_p/(omega e^2 D(E_F)), extracted D / D(E_F)
  0.10  0.2585  2.699  0.4008  0.996
  0.05  0.5170  4.275  0.4803  1.194
Surface-potential spread
standard deviation: 2.0 kT/e
omega tau at peak (tau at mean potential): 2.426
peak G_p/(omega e^2 D): 0.2370
extracted D / true D with uniform rule: 0.589
```
